# Slow-mode reduction of electromigration stress with exact steady state

A current is switched on in a copper interconnect tree whose ends are closed by barriers that atoms cannot cross. Electrons push atoms along the lines. Where atoms leave, the confined metal goes into tension, and enough tension opens a void. A designer wants to know how high the tension finally rises at each end and when it passes a given level. A mesh model answers both questions with about a hundred coupled equations for a small tree. Since diffusion smooths fine detail quickly, a few slow modes should suffice. Kept alone, however, they give wrong answers to both questions, and the way they fail shows what must be added.

## The stress model

Take tension $\sigma$ as positive and let $j$ be the conventional current density along $x$. Atoms drift with the electrons, hence against $j$. They also move toward higher tension, where their chemical potential $-\Omega\sigma$ is lower. With atomic volume $\Omega$, diffusivity $D$, resistivity $\rho$ and effective charge magnitude $|Z|e$, the atom flux is

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}-e|Z|\rho j\right).$$

The concentration is $c\simeq1/\Omega$, and a loss of atoms raises the tension through $d\sigma=-B\,dc/c=-B\Omega\,dc$, where $B$ is the modulus of the confined line. Continuity, $\partial c/\partial t=-\partial J/\partial x$, then gives

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}-g\right)\right],\quad
\kappa=\frac{DB\Omega}{kT},\quad g=\frac{e|Z|\rho j}{\Omega}.$$

I take $D$ and $B$ independent of stress and assume that no void is present. Stress is continuous at junctions, where the atom flows balance.

Cut each branch into cells of length $\Delta x$, with stresses $s_i$ at the nodes. Half the volume of each adjoining cell belongs to a node; these volumes form the diagonal matrix $C$. For an edge from $i$ to $j$ with cross-section $A$, let $(Es)_e=s_j-s_i$, $W_e=\kappa A/\Delta x$ and $V_e=g\Delta x$. The atom flow from $i$ to $j$, multiplied by $B\Omega$, is $W_e[(Es)_e-V_eu]$, where $u(t)$ scales a fixed current pattern. This flow raises the tension at $i$ and lowers it at $j$, so

$$C\dot s=-E^TW(Es-Vu)=-Ks+bu,\qquad K=E^TWE,\quad b=E^TWV.$$

A blocked end needs no extra condition: it has no further edge.

## What the slow modes get wrong

Let $K\phi_k=\lambda_kC\phi_k$ with $\phi_k^TC\phi_l=\delta_{kl}$. Write $s=\sum_k\phi_kq_k$ and multiply the model by $\phi_k^T$:

$$\dot q_k=-\lambda_kq_k+\beta_ku,\qquad \beta_k=\phi_k^Tb.$$

Because $\phi_k^TK\phi_k=\sum_eW_e(E\phi_k)_e^2$, no rate is negative. A rate vanishes only if $E\phi_k=0$, which on a connected tree means a uniform stress. There is therefore one zero mode, $\phi_0=\mathbf 1/\sqrt{C_{\rm tot}}$, with $C_{\rm tot}=\mathbf 1^TC\mathbf 1$.

This mode has no decay and, since $E\mathbf 1=0$, no drive: $\beta_0=0$. It may look idle, but its amplitude $q_0=\phi_0^TCs(0)$ carries the volume-weighted mean stress. That mean is fixed by atom conservation,

$$\frac{d}{dt}\mathbf 1^TCs=-(E\mathbf 1)^TW(Es-Vu)=0.$$

In the example below, the line starts with a uniform thermal tension of 100 MPa. Dropping the zero mode would remove 100 MPa everywhere and at all times. It must be kept, with $\dot q_0=0$.

The second fault remains after this repair. For a step to $u=1$ from uniform stress, each decaying mode follows

$$q_k=\frac{\beta_k}{\lambda_k}\left(1-e^{-\lambda_kt}\right).$$

A fast mode settles quickly, but it settles at $\beta_k/\lambda_k$, not at zero. Truncation after $m$ decaying modes discards these settled values, and the error they leave is permanent.

## The example and its rates

The tree has ends a, b, c, d and junctions J1, J2. All lines are 0.2 µm high.

| Branch | Length, µm | Width, µm | $j$, MA/cm² |
|---|---|---|---|
| a→J1 | 20 | 0.1 | 1.0 |
| b→J1 | 12 | 0.1 | 0.6 |
| J1→J2 | 30 | 0.2 | 0.8 |
| J2→c | 24 | 0.1 | 1.2 |
| J2→d | 16 | 0.1 | 0.4 |

The temperature is 573 K, as in an accelerated test. With $D=1.214\times10^{-16}$ m²/s, $B=15$ GPa and $\Omega=1.18\times10^{-29}$ m³, $\kappa=9.776$ µm²/h. With $|Z|=1$ and $\rho=3\times10^{-8}$ Ω m, the gradient $g$ is 4.073 MPa/µm at 1 MA/cm². Cells of 1 µm give 103 nodes.

For uniform $\kappa$ and $\Delta x$, the mesh rates can be tied to the continuum. Inside a branch the eigenvalue equation is

$$\frac{\kappa A}{\Delta x}(2\phi_i-\phi_{i-1}-\phi_{i+1})=\lambda A\Delta x\,\phi_i.$$

A sinusoid of wavenumber $k$ turns the bracket into $2(1-\cos k\Delta x)\phi_i$, so

$$\lambda=\frac{4\kappa}{\Delta x^2}\sin^2\frac{k\Delta x}{2}.$$

At a junction, write $\phi=\phi_J\cos kx+a_r\sin kx$ along branch $r$, with $x$ measured outward. The node equation is

$$\sum_r\frac{\kappa A_r}{\Delta x}\left[\phi_J(1-\cos k\Delta x)-a_r\sin k\Delta x\right]
=\frac{\lambda\Delta x}{2}\phi_J\sum_rA_r.$$

The $\phi_J$ terms cancel by the formula for $\lambda$, leaving $\sum_rA_ra_r=0$. This is the continuum flux balance. A blocked end is the case of one branch. Hence $k$ is the continuum wavenumber, and since $\sin^2y\simeq y^2(1-y^2/3)$, the mesh lowers a slow rate by the relative amount $(k\Delta x)^2/12$. For mode 4, with $k=0.112$ µm⁻¹, that is 0.1%.

The first three decay times are 47.5, 17.9 and 12.5 h. I keep the zero mode and $m=2$ decaying modes. At end c after 300 h, the full model gives 258.3 MPa and the truncated one 228.6 MPa. The truncated model reaches 200 MPa at 67.1 h, whereas the full model does so at 34.5 h. A deficit of 30 MPa in stress has nearly doubled the predicted time, because the stress rises slowly when it passes that level.

## The steady state without the fast modes

The missing settled values can be found without computing the modes that carry them. In a steady state the single edge at a blocked end carries no atom flow. Remove that end and apply the same argument to the tree that remains; in this way every edge is found to carry none. Therefore

$$Es=V\qquad (u=1),$$

or $s_j-s_i=g\Delta x$ on each edge. Diffusivity has dropped out. The continuum stress is linear on each branch and has the same differences. The mesh volumes integrate it exactly, since a cell contributes $A\Delta x(s_i+s_j)/2$, so atom conservation fixes the same constant. The steady nodal stresses are thus those of the continuum, whatever the cell size.

Counting from end a, the increments are

- J1: $4.073\times1.0\times20=81.5$ MPa;
- b: $81.5-4.073\times0.6\times12=52.1$ MPa;
- J2: $81.5+4.073\times0.8\times30=179.2$ MPa;
- c: $179.2+4.073\times1.2\times24=296.5$ MPa;
- d: $179.2+4.073\times0.4\times16=205.3$ MPa.

The branch means are 40.7, 66.8, 130.3, 237.9 and 192.2 MPa. Their weights, length times width, are 2.0, 1.2, 6.0, 2.4 and 1.6 µm². The weighted mean is 138.0 MPa, and it must equal the initial 100 MPa. End c therefore settles at $296.5-138.0+100=258.5$ MPa, and end a at $-38.0$ MPa, in compression.

Let $s_s$ be this steady pattern shifted to zero weighted mean, so that $Ks_s=b$. Multiplication by $\phi_k^T$ gives $\lambda_k\phi_k^TCs_s=\beta_k$, hence $s_s=\sum_{k\ge1}\phi_k\beta_k/\lambda_k$. Subtract the kept part:

$$R=s_s-\sum_{k=1}^{m}\phi_k\frac{\beta_k}{\lambda_k}
=\sum_{k>m}\phi_k\frac{\beta_k}{\lambda_k}.$$

The first form is the one to compute; it needs one walk along the tree and the kept modes. The statically corrected model is

$$s_{\rm st}(t)=\sum_{k=0}^{m}\phi_kq_k(t)+R\,u(t).$$

Its steady stress is exact for every $m$. The correction moves no atoms into or out of the tree, because $R$ has zero weighted mean.

## The price at early times

After the step, the full stress minus the corrected one is

$$s-s_{\rm st}=-\sum_{k>m}\phi_k\frac{\beta_k}{\lambda_k}e^{-\lambda_kt}.$$

Define the volume-weighted rms by $\|x\|^2=x^TCx/C_{\rm tot}$. The modes are orthogonal in $C$ and none of the discarded ones decays more slowly than mode $m+1$, so

$$\|s-s_{\rm st}\|\le e^{-\lambda_{m+1}t}\|R\|.$$

Here $\lambda_3=0.0798$ h⁻¹ and $\|R\|=9.09$ MPa. At 10 h the bound is $0.450\times9.09=4.09$ MPa, and the actual error is 2.62 MPa.

Without the correction, $e^{-\lambda_kt}$ in the error is replaced by $1-e^{-\lambda_kt}$ in magnitude. The corrected error is smaller in every discarded mode once $t>\ln2/\lambda_{m+1}$, here 8.7 h. This condition is sufficient, not necessary: at end c the correction already helps at 3 h. Before $\ln2/\lambda_{\max}$, where $\lambda_{\max}$ is the largest mesh rate, it is worse in every discarded mode.

At $t=0$ the fault is plain. The static term acts at once, and the stress at c jumps from 100 to 129.7 MPa before any atom has moved. A level of 120 MPa would be reported as passed at the moment of switching.

## Letting the correction relax

The jump disappears if $R$ becomes a degree of freedom instead of an instantaneous response. Put $s_{\rm re}=\sum_{k\le m}\phi_kq_k+R\,r(t)$ and project the model on $R$ as well as on the kept modes. For $k\le m$, $\phi_k^TCR=0$ and $\phi_k^TKR=\lambda_k\phi_k^TCR=0$, so the new equation stands apart:

$$(R^TCR)\,\dot r=-(R^TKR)\,r+(R^Tb)\,u.$$

The mode sums are

$$R^TKR=\sum_{k>m}\lambda_k\frac{\beta_k^2}{\lambda_k^2}=\sum_{k>m}\frac{\beta_k^2}{\lambda_k}=R^Tb,
\qquad R^TCR=\sum_{k>m}\frac{\beta_k^2}{\lambda_k^2}.$$

Therefore

$$\dot r=-\mu(r-u),\qquad \mu=\frac{R^TKR}{R^TCR}\ge\lambda_{m+1}.$$

The inequality holds because $\mu$ is a weighted mean of the discarded rates. From uniform stress $r(0)=0$, and a step gives $r=1-e^{-\mu t}$. The start is now right and the steady state is still exact. The error in discarded mode $k$ is $(\beta_k/\lambda_k)(e^{-\mu t}-e^{-\lambda_kt})$. Both exponentials lie between zero and $e^{-\lambda_{m+1}t}$, so the earlier bound still holds.

In the example $\mu=0.284$ h⁻¹, a relaxation time of 3.5 h. The stress at c, in MPa, is

| $t$, h | Full | Truncated | Static | Relaxing |
|---|---|---|---|---|
| 0 | 100.0 | 100.0 | 129.7 | 100.0 |
| 1 | 117.1 | 103.1 | 132.8 | 110.4 |
| 3 | 129.8 | 109.0 | 138.7 | 126.0 |
| 10 | 154.5 | 127.3 | 156.9 | 155.2 |
| 30 | 193.8 | 164.4 | 194.0 | 194.0 |
| 100 | 244.2 | 214.5 | 244.2 | 244.2 |

The remaining error at 1 h has a clear origin. Early on, end c behaves like the end of a half-line. Let $y$ be the distance from it and $p$ the stress gradient toward the end. Then $p$ obeys the diffusion equation, equals $g$ at the blocked end and vanishes far away, so $p=g\,\mathrm{erfc}(y/2\sqrt{\kappa t})$. Integration over $y$ gives

$$\sigma_c-\sigma_0=2g\sqrt{\frac{\kappa t}{\pi}}.$$

With $g=1.2\times4.073=4.89$ MPa/µm, this is 17.2 MPa at 1 h, against 17.1 MPa in the full model; the small difference is mesh error. A finite sum of exponentials starts with a finite slope and cannot follow a square root down to $t=0$. If very early stress matters, use this formula or more modes.

Both corrected models reach 200 MPa at 34.4 h, against 34.5 h for the full model.

## How many modes, and which currents

The rms errors at 10 h relative to the full mesh model, in MPa, are

| $m$ | Truncated | Static | Relaxing |
|---|---|---|---|
| 1 | 7.50 | 3.77 | 3.03 |
| 2 | 7.23 | 2.62 | 2.23 |
| 4 | 6.44 | 0.66 | 0.57 |
| 8 | 1.94 | 0.00013 | 0.00013 |

Adding mode 2 barely helps the truncated model. By orthogonality its share at 10 h is $\sqrt{7.50^2-7.23^2}\simeq2.0$ MPa, partly because the mode has reached only 43% of its settled value. It is also weakly driven: its settled rms is 4.7 MPa, against 68 MPa for mode 1. For the corrected models, the bound gives a rule: choose $m$ so that $e^{-\lambda_{m+1}t}\|R\|$ is below the tolerated rms error at the earliest time of interest. The error at a single node can exceed the rms. There is little use in going far below the mesh error; halving the cells changes the stress at c at 10 h by 0.03 MPa. Refining to 0.25 µm cells moves $\|R\|$ from 9.09 to 9.07 MPa, $\mu$ from 0.284 to 0.285 h⁻¹, and the truncated errors in the table by up to 0.03 MPa.

For a varying current, let $z_k=q_k-\beta_ku/\lambda_k$ be the static model's error in discarded mode $k$. Differentiation gives

$$\dot z_k=\beta_ku-\lambda_kq_k-\frac{\beta_k}{\lambda_k}\dot u
=-\lambda_kz_k-\frac{\beta_k}{\lambda_k}\dot u.$$

Under a steady ramp, $z_k$ tends to $-\beta_k\dot u/\lambda_k^2$. The rms lag is therefore at most $|\dot u|\,\|R\|/\lambda_{m+1}$. For a ramp from zero to full current in 200 h, this bound is $9.09/(0.0798\times200)=0.57$ MPa, and the computed lag is 0.38 MPa. The static form suits currents that change little within $1/\lambda_{m+1}$; after a sudden change, the relaxing form avoids the jump.

An uneven initial stress adds $\sum_{k>m}\phi_k[\phi_k^TCs(0)]e^{-\lambda_kt}$ to the static model's error. It decays, but the bound must then use the discarded part of $s(0)-s_s$ in place of $R$.

## Beside a real copper line

The parameters are rough values for copper, and the activation energy of 0.90 eV, the modulus and the effective charge are uncertain. The resistivity used is low for the test temperature: bulk copper has about $3.5$ to $3.6\times10^{-8}$ Ω m at 573 K, which with $|Z|=1$ would raise the steady peak from 258 to 285–290 MPa and bring end c to 200 MPa after 23–25 h instead of 34.5 h. Scattering at surfaces and grain boundaries makes a line 0.1 µm wide more resistive still; at $4.3\times10^{-8}$ Ω m, for example, the peak would be about 327 MPa and the time about 16 h. The figures below keep the original value. The model also neglects the rise of diffusivity with tension. If $D$ grows as $e^{\Omega\sigma/kT}$, it is 1.47 times its zero-stress value at the steady peak, and end c reaches 200 MPa at 28.9 h instead of 34.5 h. This 16% shift far exceeds the reduction error. The steady stress stays the same, since a positive factor on the flux cannot change where the flux vanishes; direct integration of the nonlinear model confirms it to within 0.01 MPa. Joule heating through 0.5 µm of a dielectric with thermal conductivity 0.3 W/(m K), with heat flowing straight down to a substrate at fixed temperature, is about 1.4 K and raises $D$ by about 5%. An oxide of 1.4 W/(m K), or lateral spreading around an isolated line, makes it several times smaller.

With a rough nucleation threshold of 400 MPa, the test leaves a margin of about 140 MPa. At a use temperature of 378 K, with the other parameters held fixed, the kinetics are about 8000 times slower, and the slowest decay time grows from 47.5 h to some 40 years. Cooling also adds about 120 MPa of thermal tension if the line stays elastic, estimated as $3\,\Delta\alpha\,\Delta T\,B$ with an expansion mismatch $\Delta\alpha=14\times10^{-6}$ K⁻¹. By the same formula the assumed 100 MPa at 573 K needs a stress-free temperature near 730 K, above the roughly 670 K of usual back-end processing. A real line may therefore start with less tension, which shifts the stress levels quoted here downward. With the same wind gradient, the steady peak becomes about 380 MPa. If the gradient instead falls on cooling in proportion to the resistivity of bulk copper, the peak is about 325 MPa. These peaks are limits for very long times, approached only after about a century. After 10 years in use, with $D$ independent of stress, end c has reached about 280 MPa in the first case and 260 MPa in the second, against 258 MPa at the end of the test. The factor $e^{\Omega\sigma/kT}$ is larger at 378 K (1.7 at 220 MPa, 2.4 at 380 MPa); with it the two values become about 297 and 270 MPa. The margin is then smaller than in the test, or about the same only in the second case with constant $D$, and it goes on shrinking, so survival of the hot test would not by itself show that this line is safe in use.

The reduction ends when a void opens. The void surface holds the stress near zero at its node, the uniform mode no longer solves the problem, and new modes are needed. A closed metal loop also changes the argument, since removing blocked ends no longer reaches every edge. If $|Z|$ and $\Omega$ are uniform, $Es=V$ still has a solution for a steady current: each $V_e$ is proportional to the voltage drop on its edge, and voltage drops around a loop sum to zero. If $|Z|$ differs between branches, the terms $V_e$ need not cancel around the loop, and atoms can circulate. The zero-mean solution of $Ks_s=b$ still supplies the steady state of the mesh model, but that state can then depend on the diffusivities.

## Numbers as computed

```
T 573 K, use T 378 K, Ea 0.90 eV
D0 1.0e-08 m2/s, B 15 GPa, Omega 1.18e-29 m3
|Z| 1, resistivity 3.0e-08 ohm m, height 0.2 um
initial 100, nucleation 400, watch 200 MPa
branch a->J1: L 20 um, w 0.1 um, j 1.00 MA/cm2
branch b->J1: L 12 um, w 0.1 um, j 0.60 MA/cm2
branch J1->J2: L 30 um, w 0.2 um, j 0.80 MA/cm2
branch J2->c: L 24 um, w 0.1 um, j 1.20 MA/cm2
branch J2->d: L 16 um, w 0.1 um, j 0.40 MA/cm2
D 1.214e-16 m2/s, kappa 9.776 um2/h
wind gradient at 1 MA/cm2: 4.073 MPa/um
cell 1.0 um, nodes 103, kept decaying modes 2
steady stress (MPa): a -38.05, b 14.09, J1 43.42, J2 141.18, c 258.49, d 167.25
mode 1: k 0.04640 1/um, rate 0.02104 1/h, time 47.53 h
mode 2: k 0.07566 1/um, rate 0.05593 1/h, time 17.88 h
mode 3: k 0.09039 1/um, rate 0.07982 1/h, time 12.53 h
mode 4: k 0.11174 1/um, rate 0.12193 1/h, time 8.20 h
R at end c: 29.676 MPa, rms R 9.089 MPa
residual-state rate 0.2839 1/h
static correction surely helps after 8.68 h
stress at c (MPa): full, truncated, static, residual state
 t     0 h: 100.000, 100.000, 129.676, 100.000
 t     1 h: 117.134, 103.077, 132.753, 110.412
 t     3 h: 129.805, 108.978, 138.653, 125.991
 t    10 h: 154.517, 127.250, 156.926, 155.191
 t    30 h: 193.767, 164.355, 194.030, 194.025
 t   100 h: 244.170, 214.496, 244.171, 244.171
 t   300 h: 258.277, 228.602, 258.277, 258.277
rms error at 10 h (MPa): truncated, static, residual state, bound
 m 1: 7.50e+00, 3.77e+00, 3.03e+00, 5.86e+00
 m 2: 7.23e+00, 2.62e+00, 2.23e+00, 4.09e+00
 m 4: 6.44e+00, 6.60e-01, 5.72e-01, 7.80e-01
 m 8: 1.94e+00, 1.28e-04, 1.28e-04, 8.65e-04
time to watch level, full model: 34.526 h
 truncated 67.076, static 34.388, residual state 34.389 h
ramp over 200 h: rms lag error 0.3798 MPa
stress-dependent D: time to watch level 28.95 h
 D factor at steady peak 1.470
dielectric 0.5 um, 0.3 W/(m K)
 Joule heating, no spreading: 1.44 K, D up 4.6 %
vacancy energy 1.3 eV: storage ratio 1.2e-10
end stress at 10 h, cell 1.0 and 0.5 um: 154.517, 154.543 MPa
margin to nucleation in test: 141.5 MPa
use T: kinetics slower by 8.00e+03
 expansion mismatch 1.4e-05 1/K: extra tension 122.8 MPa
 steady peak at use T, same wind: 381.3 MPa
```
